# Ring-Polymer Contraction: Returned Forces and the Error for Harmonic Corrections: a program that tests the result

```python
# Ring-polymer contraction by normal-mode truncation.
# A path of n beads is reduced to nc = 2*l+1 beads by keeping the Fourier
# modes |k| <= l. The correction potential U is evaluated there, with weight
# n/nc, and its forces go back to all beads through the transposed matrix T.
# Result under test: T is a Dirichlet kernel, the returned force is the exact
# gradient, and for U = m*kappa*q^2/2 the only error is that modes |k| > l
# do not feel kappa. Free-energy and position errors follow from that.
# Dimensionless symbols: x0sq = (beta*hbar*omega0)^2 for the reference,
# xksq = (beta*hbar)^2*kappa for the correction (may be negative).
import numpy as np
from scipy import constants as const
from scipy.special import diric

rng = np.random.default_rng(7)


def contract_by_modes(path, nc):
    """Definition: Fourier analysis, truncation, resampling at nc points."""
    n = len(path)
    l = (nc - 1) // 2
    k = np.arange(-l, l + 1)
    amplitude = np.fft.fft(path, axis=0)[k] / n
    phase = np.exp(2j * np.pi * np.outer(np.arange(nc), k) / nc)
    return (phase @ amplitude).real


def kernel(n, nc):
    """Derived closed form of the contraction matrix."""
    x = np.arange(nc)[:, None] / nc - np.arange(n)[None, :] / n
    return nc / n * diric(2 * np.pi * x, nc)


def contracted_potential(path, nc, U):
    return len(path) / nc * np.sum(U(contract_by_modes(path, nc)))


def mode_numbers(n):
    k = np.arange(n)
    return np.minimum(k, n - k)


def free_mode_sq(n):
    return (2 * n * np.sin(np.pi * mode_numbers(n) / n))**2


# --- contraction matrix and its algebra ---
for n, nc in [(4, 3), (7, 7), (9, 3), (32, 1), (32, 5), (32, 31)]:
    T = kernel(n, nc)
    assert np.allclose(T, contract_by_modes(np.eye(n), nc), atol=1e-12)
    assert np.allclose(T @ T.T, nc / n * np.eye(nc), atol=1e-12)
    keep = mode_numbers(n) <= (nc - 1) // 2
    filtered = np.fft.ifft(keep[:, None] * np.fft.fft(np.eye(n), axis=0),
                           axis=0).real
    assert np.allclose(n / nc * T.T @ T, filtered, atol=1e-12)
assert np.allclose(kernel(7, 7), np.eye(7), atol=1e-12)


# --- returned forces against finite differences of the potential ---
def returned_force(path, nc, dU):
    n = len(path)
    T = kernel(n, nc)
    return -n / nc * T.T @ dU(T @ path)


def numerical_force(path, nc, U, h=1e-5):
    steps = h * np.eye(len(path))
    return np.array([-(contracted_potential(path + s, nc, U)
                       - contracted_potential(path - s, nc, U)) / (2 * h)
                     for s in steps])


def quartic(q):
    return q**4 / 4


def quartic_slope(q):
    return q**3


random_path = rng.normal(size=32)
for nc in (1, 5, 15):
    f = returned_force(random_path, nc, quartic_slope)
    assert np.allclose(f, numerical_force(random_path, nc, quartic),
                       atol=1e-7)
    f_small = -quartic_slope(contract_by_modes(random_path, nc))
    assert np.isclose(f.sum(), 32 / nc * f_small.sum())

# --- pathwise error for harmonic U, and cyclic relabelling of beads ---
for nc in (1, 5, 15):
    change = (contracted_potential(random_path, nc, lambda q: q**2 / 2)
              - np.sum(random_path**2) / 2)
    high = mode_numbers(32) > (nc - 1) // 2
    lost = np.sum(np.abs(np.fft.fft(random_path)[high])**2) / 32 / 2
    assert np.isclose(change, -lost)
shifted = np.roll(random_path, 1)
shift_change = {}
for power in (2, 3, 4):
    shift_change[power] = (
        contracted_potential(shifted, 5, lambda q: q**power)
        - contracted_potential(random_path, 5, lambda q: q**power))
assert abs(shift_change[2]) < 1e-10
assert abs(shift_change[3]) > 1e-5 and abs(shift_change[4]) > 1e-5

# --- small worked contraction, reduced units ---
path4 = np.array([1.0, 0.4, -0.2, 0.3])
T43 = kernel(4, 3)
small4 = T43 @ path4
force4 = returned_force(path4, 3, quartic_slope)
numeric4 = numerical_force(path4, 3, quartic)
assert np.allclose(force4, numeric4, atol=1e-8)


def row(values):
    return " ".join(f"{v:9.5f}" for v in values)


print("FOUR BEADS TO THREE, U = q^4/4, reduced units")
for j in range(3):
    print(f"T row {j}:", row(T43[j]))
print("bead positions:", row(path4))
print("contracted positions:", row(small4))
print("forces on contracted beads:", row(-quartic_slope(small4)))
print("returned bead forces:", row(force4))
print("finite-difference forces:", row(numeric4))


# --- harmonic reference: matrices from the definition ---
def curvature(n, x0sq, xksq, nc=None):
    """Dimensionless Hessian; nc=None puts the correction on all beads."""
    eye = np.eye(n)
    ring = n**2 * (2 * eye - np.roll(eye, 1, 0) - np.roll(eye, -1, 0))
    if nc is None:
        return ring + (x0sq + xksq) * eye
    C = contract_by_modes(eye, nc)
    return ring + x0sq * eye + xksq * n / nc * C.T @ C


def matrix_errors(n, nc, x0sq, xksq):
    """Errors in F/kT, tr(K^-1), U/kT contracted beads, U/kT all beads."""
    full = curvature(n, x0sq, xksq)
    cont = curvature(n, x0sq, xksq, nc)
    dF = (np.linalg.slogdet(cont)[1] - np.linalg.slogdet(full)[1]) / 2
    inv_full, inv_cont = np.linalg.inv(full), np.linalg.inv(cont)
    assert np.isclose(inv_full.sum(), inv_cont.sum())  # centroid variance
    C = contract_by_modes(np.eye(n), nc)
    dq = np.trace(inv_cont) - np.trace(inv_full)
    small_mean = n / nc * np.trace(C @ inv_cont @ C.T)
    dU_small = xksq / 2 * (small_mean - np.trace(inv_full))
    return dF, dq, dU_small, xksq / 2 * dq


def formula_errors(n, nc, x0sq, xksq):
    high = mode_numbers(n) > (nc - 1) // 2
    a = free_mode_sq(n)[high] + x0sq
    dF = -np.sum(np.log1p(xksq / a)) / 2
    dq = np.sum(xksq / (a * (a + xksq)))
    return dF, dq, -xksq / 2 * np.sum(1 / (a + xksq)), xksq / 2 * dq


def closed_estimate(n, nc, x0sq, xksq):
    X = np.sqrt(x0sq + xksq / 2)
    R = np.sqrt(X**2 + 4 * n**2)
    angle = np.arctan(X / (R * np.tan(np.pi * nc / (2 * n))))
    return -xksq / 2 * 2 * n / np.pi * angle / (X * R)


temperature = 300.0       # K
wave_ref = 3000.0         # cm^-1
wave_corr = 1000.0        # cm^-1
n_beads = 32
kT_joule = const.k * temperature
kT = kT_joule / const.e * 1e3                          # meV
to_x = const.h * const.c * 100 / kT_joule
x0sq, xksq = (to_x * wave_ref)**2, (to_x * wave_corr)**2
var_unit = const.hbar**2 / (const.m_p * kT_joule) * 1e20   # angstrom^2

print("PROTON-MASS PARTICLE, HARMONIC REFERENCE AND CORRECTION")
print(f"temperature: {temperature:.0f} K, kT = {kT:.4f} meV")
print(f"reference wavenumber: {wave_ref:.0f} cm^-1")
print(f"correction wavenumber: {wave_corr:.0f} cm^-1")
print(f"total wavenumber: {np.hypot(wave_ref, wave_corr):.2f} cm^-1")
print(f"beta*hbar*omega0: {np.sqrt(x0sq):.4f} (no unit)")
print(f"(beta*hbar)^2*kappa: {xksq:.4f} (no unit)")
X_mid = np.sqrt(x0sq + xksq / 2)
print(f"beta*hbar*Omega/pi: {X_mid / np.pi:.4f} (no unit)")


# Free energy added by the correction: bead sum against quantum oscillator.
def bead_shift(n):
    return np.sum(np.log1p(xksq / (free_mode_sq(n) + x0sq))) / 2


x_total = np.sqrt(x0sq + xksq)
exact_shift = np.log(np.sinh(x_total / 2) / np.sinh(np.sqrt(x0sq) / 2))
assert np.isclose(bead_shift(4001), exact_shift, rtol=1e-4)
exact_var = var_unit / (2 * x_total * np.tanh(x_total / 2))
full_var = var_unit * np.trace(np.linalg.inv(
    curvature(n_beads, x0sq, xksq)))
print(f"F added by U, exact: {kT * exact_shift:.4f} meV")
print(f"F added by U, 32 beads: {kT * bead_shift(n_beads):.4f} meV")
print(f"<q^2> exact: {1e4 * exact_var:.4f} 1e-4 angstrom^2")
print(f"<q^2> 32 beads: {1e4 * full_var:.4f} 1e-4 angstrom^2")

print("Errors of contraction, n = 32; energies in meV,")
print("d<q^2> in 1e-4 angstrom^2")
print(" n'  F_c-F   estimate  dU(contr) dU(all)   d<q^2>")
for nc in (1, 3, 5, 9, 15, 31):
    measured = matrix_errors(n_beads, nc, x0sq, xksq)
    derived = formula_errors(n_beads, nc, x0sq, xksq)
    assert np.allclose(measured, derived, rtol=1e-6, atol=1e-12)
    low = mode_numbers(n_beads) <= (nc - 1) // 2
    spectrum = np.sort(free_mode_sq(n_beads) + x0sq + xksq * low)
    assert np.allclose(np.linalg.eigvalsh(
        curvature(n_beads, x0sq, xksq, nc)), spectrum, rtol=1e-10)
    estimate = closed_estimate(n_beads, nc, x0sq, xksq)
    assert np.isclose(estimate, measured[0], rtol=0.01)
    dF, dq, dU_small, dU_all = measured
    print(f"{nc:3d} {kT * dF:9.5f} {kT * estimate:9.5f} "
          f"{kT * dU_small:9.5f} {kT * dU_all:9.6f} "
          f"{1e4 * var_unit * dq:9.6f}")

# Opposite sign of kappa, and a stiffer reference at the same kappa.
negative = matrix_errors(n_beads, 5, x0sq, -xksq)
assert np.allclose(negative, formula_errors(n_beads, 5, x0sq, -xksq),
                   rtol=1e-6, atol=1e-12)
assert negative[0] > 0
soft = matrix_errors(n_beads, 5, x0sq / 4, xksq)[0]
standard = matrix_errors(n_beads, 5, x0sq, xksq)[0]
assert soft < standard < 0
print(f"n'=5, kappa sign reversed, F_c-F: {kT * negative[0]:.5f} meV")
print(f"n'=5, reference 1500 cm^-1, F_c-F: {kT * soft:.5f} meV")

# --- leading laws, deep in the regime n >> n' >> beta*hbar*Omega/pi ---
n_large, nc_large = 200001, 401
dF, dq, _, _ = formula_errors(n_large, nc_large, x0sq, xksq)
law_F = -xksq / (2 * np.pi**2 * nc_large)
law_q = xksq / (3 * np.pi**4 * nc_large**3)
assert np.isclose(dF, law_F, rtol=1e-3)
assert np.isclose(dq, law_q, rtol=1e-3)
continuum = -xksq / (2 * np.pi * X_mid) * np.arctan(X_mid / (np.pi * 9))
sum_nine = formula_errors(n_large, 9, x0sq, xksq)[0]
assert np.isclose(continuum, sum_nine, rtol=0.01)
print(f"beta*hbar^2*kappa/(2 pi^2): {kT * xksq / (2 * np.pi**2):.4f} meV")
print(f"n'=401, n=200001: F error / law = {dF / law_F:.6f}")
print(f"n'=401, n=200001: <q^2> error / law = {dq / law_q:.6f}")
print(f"n'=9, n=200001, F_c-F: {kT * sum_nine:.5f} meV")
print(f"n'=9, arctan form for infinite n: {kT * continuum:.5f} meV")


# --- anharmonic reference q^4/4: free-energy error between two averages ---
def quartic_reference(points):
    """hbar = m = kappa = 1, beta = 4, n = 4, nc = 3, so beta_n = 1."""
    grid = np.linspace(-3.6, 3.6, points)
    q = np.meshgrid(grid, grid, grid, grid, indexing="ij", sparse=True)
    base = sum((q[j] - q[j - 1])**2 / 2 + q[j]**4 / 4 for j in range(4))
    C = contract_by_modes(np.eye(4), 3)
    small = [sum(C[i, j] * q[j] for j in range(4)) for i in range(3)]
    w_full = np.exp(-base - sum(x**2 for x in q) / 2)
    w_cont = np.exp(-base - 4 / 3 * sum(s**2 for s in small) / 2)
    lost = ((q[0] - q[1] + q[2] - q[3]) / 2)**2 / 2
    error = -np.log(w_cont.sum() / w_full.sum()) / 4
    lower = -np.sum(lost * w_cont) / w_cont.sum() / 4
    upper = -np.sum(lost * w_full) / w_full.sum() / 4
    return np.array([lower, error, upper])


bounds = quartic_reference(41)
assert np.allclose(bounds, quartic_reference(33), atol=1e-6)
assert bounds[0] < bounds[1] < bounds[2] < 0
print("QUARTIC REFERENCE, beta=4, n=4, n'=3, kappa=1, reduced units")
print(f"lower bound -<D>_c/n: {bounds[0]:.6f}")
print(f"F_c-F from the grid: {bounds[1]:.6f}")
print(f"upper bound -<D>_full/n: {bounds[2]:.6f}")

print("Change of U_c on relabelling beads by one, n=32, n'=5, reduced")
for power in (2, 3, 4):
    print(f"U = q^{power}: {shift_change[power]:.3e}")
print("no test failed")
```

It prints:

```
FOUR BEADS TO THREE, U = q^4/4, reduced units
T row 0:   0.75000   0.25000  -0.25000   0.25000
T row 1:   0.00000   0.68301   0.50000  -0.18301
T row 2:  -0.00000  -0.18301   0.50000   0.68301
bead positions:   1.00000   0.40000  -0.20000   0.30000
contracted positions:   0.97500   0.11830   0.03170
forces on contracted beads:  -0.92686  -0.00166  -0.00003
returned bead forces:  -0.92686  -0.31045   0.30783  -0.30858
finite-difference forces:  -0.92686  -0.31045   0.30783  -0.30858
PROTON-MASS PARTICLE, HARMONIC REFERENCE AND CORRECTION
temperature: 300 K, kT = 25.8520 meV
reference wavenumber: 3000 cm^-1
correction wavenumber: 1000 cm^-1
total wavenumber: 3162.28 cm^-1
beta*hbar*omega0: 14.3878 (no unit)
(beta*hbar)^2*kappa: 23.0009 (no unit)
beta*hbar*Omega/pi: 4.7053 (no unit)
F added by U, exact: 10.0599 meV
F added by U, 32 beads: 9.8020 meV
<q^2> exact: 52.9234 1e-4 angstrom^2
<q^2> 32 beads: 51.4973 1e-4 angstrom^2
Errors of contraction, n = 32; energies in meV,
d<q^2> in 1e-4 angstrom^2
 n'  F_c-F   estimate  dU(contr) dU(all)   d<q^2>
  1  -8.44012  -8.45779  -8.24508  0.399136  2.155076
  3  -6.13262  -6.16319  -6.03756  0.193035  1.042266
  5  -4.54394  -4.56581  -4.49672  0.095376  0.514969
  9  -2.76222  -2.77034  -2.74635  0.031884  0.172154
 15  -1.51585  -1.51816  -1.51037  0.011003  0.059406
 31  -0.06891  -0.06896  -0.06873  0.000367  0.001984
n'=5, kappa sign reversed, F_c-F: 4.64219 meV
n'=5, reference 1500 cm^-1, F_c-F: -5.35353 meV
beta*hbar^2*kappa/(2 pi^2): 30.1237 meV
n'=401, n=200001: F error / law = 0.999949
n'=401, n=200001: <q^2> error / law = 0.999842
n'=9, n=200001, F_c-F: -3.07567 meV
n'=9, arctan form for infinite n: -3.08408 meV
QUARTIC REFERENCE, beta=4, n=4, n'=3, kappa=1, reduced units
lower bound -<D>_c/n: -0.025816
F_c-F from the grid: -0.023499
upper bound -<D>_full/n: -0.021448
Change of U_c on relabelling beads by one, n=32, n'=5, reduced
U = q^2: 1.776e-15
U = q^3: 3.738e-01
U = q^4: -8.037e-01
no test failed
```
